\section*{Coaxial DRAM Capacitors and the Error of the Planar-Area Formula}

\section{Which area belongs in the planar formula?}

A DRAM storage capacitor is tall and narrow: a conducting pillar is coated with a high-permittivity dielectric and then with a second electrode, or a cylindrical hole is lined with an electrode and then the dielectric, and the second electrode fills the core. A simple estimate of its capacitance is $\varepsilon A/d$, the permittivity times the electrode area divided by the dielectric thickness. When $d$ is not small compared with the radius, the two electrodes have noticeably different areas, and the estimate depends on which area is inserted. Whether the planar formula gives too little or too much therefore has no answer until a radius for the area has been named.

Let the inner electrode have radius $a$ and the outer electrode radius $b>a$, so that the dielectric thickness is $d=b-a$. Let $L$ be the length of the sidewall. The planar estimate with its area taken at radius $r$ is
\begin{equation}
C_{\rm p}(r)=\varepsilon\,\frac{2\pi rL}{d}.
\label{planar}
\end{equation}

The model has ideal conductors as electrodes and a uniform, linear dielectric with $\varepsilon=\varepsilon_r\varepsilon_0$ and no free charge. The section of length $L$ is treated as part of a longer coaxial structure, so that the field has no axial component. The result is thus the sidewall capacitance; closed ends and rims are left out, and their size is estimated in Section~\ref{example}.

\section{Potential, field and capacitance}

Hold the inner electrode at potential $V>0$ and the outer one at zero. In the dielectric $\nabla\cdot(\varepsilon\nabla\phi)=0$, and since $\varepsilon$ is constant this is Laplace's equation. The geometry and the boundary values do not depend on the angle or on the axial coordinate, so a solution depending on $r$ alone is sought:
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{d\phi}{dr}\right)=0 .
\end{equation}
Such a solution is the only one. The difference $w$ of two solutions vanishes on both electrodes and has no flux through the end planes of the section, so integrating $w\nabla^2w=0$ by parts gives $\int|\nabla w|^2\,d^3r=0$. Hence $w$ is constant, and its value on the electrodes makes it zero.

Multiplying by $r$ and integrating once gives $r\,d\phi/dr=K$; integrating again gives $\phi=K\ln r+M$. The condition $\phi(b)=0$ requires $M=-K\ln b$. The condition $\phi(a)=V$ then reads $K\ln(a/b)=V$, so $K=-V/\ln(b/a)$. Therefore
\begin{equation}
\phi(r)=V\,\frac{\ln(b/r)}{\ln(b/a)},\qquad
E(r)=-\frac{d\phi}{dr}=\frac{V}{r\ln(b/a)} .
\label{field}
\end{equation}
The field points outward, from the positive inner electrode to the outer one, and is strongest at the inner electrode.

The surface charge density on the inner electrode is $\varepsilon E(a)$. Multiplication by the area $2\pi aL$ gives the charge
\begin{equation}
Q=2\pi aL\,\varepsilon\,\frac{V}{a\ln(b/a)}=\frac{2\pi\varepsilon LV}{\ln(b/a)},
\end{equation}
in which $a$ has cancelled outside the logarithm. With $C=Q/V$,
\begin{equation}
C=\frac{2\pi\varepsilon L}{\ln(b/a)} .
\label{coax}
\end{equation}
The field energy gives the same value:
\begin{align}
W&=\frac{\varepsilon}{2}\int_a^b E(r)^2\,2\pi rL\,dr
=\frac{\pi\varepsilon LV^2}{\ln^2(b/a)}\int_a^b\frac{dr}{r}\nonumber\\
&=\frac{\pi\varepsilon LV^2}{\ln(b/a)}=\frac12CV^2 .
\end{align}

\section{The criterion}

Dividing \eqref{planar} by \eqref{coax} gives
\begin{equation}
\frac{C_{\rm p}(r)}{C}=\frac{r\ln(b/a)}{b-a}=\frac{r}{r_*},
\qquad r_*=\frac{b-a}{\ln(b/a)} .
\label{criterion}
\end{equation}
The planar formula underestimates the sidewall capacitance if $r<r_*$, agrees with it if $r=r_*$, and overestimates it if $r>r_*$. Its error relative to the coaxial value is $r/r_*-1$, whatever the permittivity and the length.

The radius $r_*$ has a direct physical meaning. From \eqref{field},
\begin{equation}
\frac{E(r)}{V/d}=\frac{b-a}{r\ln(b/a)}=\frac{r_*}{r} .
\end{equation}
The planar formula assigns the mean field $V/d$ to the chosen surface. At $r<r_*$ the actual field is stronger than that, so the surface is crossed by more flux than the formula assumes, and the formula gives too little charge. At $r>r_*$ the actual field is weaker and the formula gives too much. At $r_*$ the local field equals the mean field. Moreover,
\begin{equation}
\frac1{r_*}=\frac1d\int_a^b\frac{dr}{r},
\label{harmonic}
\end{equation}
so $r_*$ is the harmonic mean of the radius over the gap.

\subsection{Where $r_*$ lies}

Four natural choices for $r$ are the two electrode radii, their arithmetic mean and their geometric mean. To place $r_*$ among them, define
\begin{equation}
x=\ln(b/a)>0,\qquad t=x/2,\qquad g=\sqrt{ab} .
\end{equation}
Then $a=ge^{-t}$ and $b=ge^{t}$, so $b-a=2g\sinh t$ and $(a+b)/2=g\cosh t$. With $\ln(b/a)=2t$,
\begin{equation}
\frac{r_*}{\sqrt{ab}}=\frac{\sinh t}{t},\qquad
\frac{(a+b)/2}{r_*}=\frac{t\cosh t}{\sinh t}=\frac{t}{\tanh t} .
\end{equation}
Both ratios exceed one. The function $\sinh t-t$ vanishes at $t=0$ and has derivative $\cosh t-1>0$ for $t>0$; the function $t-\tanh t$ vanishes at $t=0$ and has derivative $\tanh^2t>0$. Hence
\begin{equation}
a<\sqrt{ab}<r_*<\frac{a+b}{2}<b .
\label{order}
\end{equation}
For every $b>a$, the inner radius and the geometric mean underestimate the capacitance, while the arithmetic mean and the outer radius overestimate it.

Within this model, the sign for a DRAM cell whose storage electrode supplies the area follows from the architecture. A pillar coated on its outside is the inner electrode, so the planar formula underestimates. A cup with the dielectric on its inside is the outer electrode, so the planar formula overestimates. In a real cell, field penetration into the electrodes or a thin interfacial layer adds a series capacitance that both formulas omit. It lowers the true capacitance, so it can reverse the sign for the pillar, while the sign for the cup stays. Very little is needed. A series capacitance $\varepsilon_0/\lambda$ per unit area at each electrode adds $\lambda(1/a+1/b)/(2\pi\varepsilon_0L)$ to $1/C$. For the values of Section~\ref{example}, $\lambda=0.014$~nm already cancels the underestimate of the inner area, and $\lambda=0.02$~nm turns it into an overestimate of about 8\,\%.

\section{Thin and thick dielectrics}

For a thin dielectric, $x\ll1$. The inner choice has $C_{\rm p}/C=a/r_*=x/(e^x-1)$. Since $(e^x-1)/x=1+x/2+x^2/6+O(x^3)$, inversion through second order gives
\begin{align}
\frac{x}{e^x-1}&=1-\left(\frac x2+\frac{x^2}6\right)+\frac{x^2}{4}+O(x^3)\nonumber\\
&=1-\frac x2+\frac{x^2}{12}+O(x^3).
\end{align}
The outer choice has $b/r_*=xe^x/(e^x-1)=x/(1-e^{-x})$, which is the same function with $x$ replaced by $-x$. The arithmetic mean is the average of these two results, so its linear term cancels. The geometric mean has $t/\sinh t=1-t^2/6+O(t^4)$ with $t=x/2$. The relative errors $C_{\rm p}/C-1$ are therefore, through order $x^2$,
\begin{align}
\text{inner:}&\quad -x/2+x^2/12, &
\text{outer:}&\quad +x/2+x^2/12,\nonumber\\
\text{geometric:}&\quad -x^2/24, &
\text{arithmetic:}&\quad +x^2/12 .
\label{small}
\end{align}
To leading order $x\simeq d/a$. Using an electrode radius costs an error linear in $d/a$; using either mean costs a quadratic one, and the geometric mean has half the error of the arithmetic mean, with the opposite sign.

In the opposite limit, $b/a\to\infty$, the means do not rescue the formula. The ratio $C_{\rm p}/C$ tends to zero for the inner choice, as $xe^{-x}$, and for the geometric mean, as $xe^{-x/2}$. It grows without bound for the outer choice, as $x$, and for the arithmetic mean, as $x/2$. The signs in \eqref{order} persist, but the estimates lose their value.

The full errors, in percent of the coaxial capacitance, are:

\begin{center}
\begin{tabular}{ccccc}
$b/a$ & inner & geometric & arithmetic & outer\\
1.2 & $-8.84$ & $-0.14$ & $+0.28$ & $+9.39$\\
1.5 & $-18.91$ & $-0.68$ & $+1.37$ & $+21.64$\\
3.0 & $-45.07$ & $-4.86$ & $+9.86$ & $+64.79$
\end{tabular}
\end{center}

The magnitude of the error reaches 10\,\% at $d/a=0.230$ for the inner radius and at $d/a=0.214$ for the outer radius. It reaches 1\,\% at $d/a=0.414$ for the arithmetic mean and at $d/a=0.635$ for the geometric mean.

\section{Worked example}
\label{example}

Take the round model values $\varepsilon_r=40$, $a=10$~nm, $b=15$~nm, $L=1000$~nm and $V=0.5$~V. Then $d=5$~nm, $\ln(b/a)=0.40547$ and $2\pi\varepsilon L=2.2253$~fF, so
\begin{equation}
C=\frac{2.2253\ \text{fF}}{0.40547}=5.488\ \text{fF},\qquad
r_*=\frac{5\ \text{nm}}{0.40547}=12.33\ \text{nm}.
\end{equation}
The stored charge is $CV=2.744$~fC. With the area of the inner electrode the planar formula gives
\begin{equation}
C_{\rm p}(a)=2.2253\ \text{fF}\times\frac{10}{5}=4.451\ \text{fF},
\end{equation}
which is 18.9\,\% below $C$. The outer area gives $2.2253\times15/5=6.676$~fF, which is 21.6\,\% above $C$. The geometric mean radius, 12.25~nm, gives 5.451~fF, and the arithmetic mean, 12.5~nm, gives 5.563~fF; their errors are $-0.68\,\%$ and $+1.37\,\%$. The two means lie on either side of $r_*$, as \eqref{order} requires.

The expansion \eqref{small} accounts for these figures. Here $x/2=0.203$ and $x^2/12=0.0137$, which gives $-0.189$ for the inner radius and $+0.216$ for the outer one. The quadratic term has the same sign in both, which is why the overestimate is larger than the underestimate.

The fields show the same physics. The mean field is $V/d=0.100$~V/nm. At the inner electrode the field is $0.5/(10\times0.40547)=0.123$~V/nm, and at the outer electrode it is 0.082~V/nm. An assessment of leakage or breakdown based on $V/d$ would therefore miss a field 23\,\% higher at the inner electrode.

The neglected ends can be given a rough scale. A flat disc of radius $a$ facing a plane at distance $d$ has capacitance $\varepsilon\pi a^2/d=0.022$~fF, or 0.41\,\% of the sidewall value. This estimate ignores the rim of the disc and is too low. With the rim included, the axisymmetric Laplace problem for a flat-topped pillar gives about 0.036~fF, or about 0.65\,\%, and a hemispherical cap gives $2\pi\varepsilon ab/(b-a)=0.067$~fF, or 1.2\,\%. A closed end is thus comparable with the errors of the two means. In a complete cell of these dimensions, the ends must therefore be treated before an accuracy better than about one per cent can be claimed.

\section{Double-sided cylindrical node}

A storage node can also be a hollow cylinder with dielectric on both faces. Let its wall extend from $R_1$ to $R_2>R_1$, let both dielectric layers have thickness $d<R_1$, and let the two counter-electrodes be at the same potential. The wall is a conductor at one potential, so the problems inside and outside it are independent, and the charges on its two faces add. The inside face is the outer electrode of a coaxial pair with radii $R_1-d$ and $R_1$; the outside face is the inner electrode of a pair with radii $R_2$ and $R_2+d$. From \eqref{coax},
\begin{equation}
C=2\pi\varepsilon L\left[\frac1{\ln\frac{R_1}{R_1-d}}+\frac1{\ln\frac{R_2+d}{R_2}}\right],
\label{double}
\end{equation}
while the planar formula with the wall's own two areas gives
\begin{equation}
C_{\rm p}=2\pi\varepsilon L\,\frac{R_1+R_2}{d} .
\end{equation}
The planar formula overestimates the inside contribution and underestimates the outside one. To find the sign of the sum, set $v=d/R_1$, $u=d/R_2$ and
\begin{equation}
f(s)=\frac1{\ln(1+s)}-\frac1s,\qquad s>-1 .
\end{equation}
The outside term in \eqref{double} is $1/\ln(1+u)=f(u)+1/u$. For the inside term, $\ln[R_1/(R_1-d)]=-\ln(1-v)$, and $1/\ln(1-v)=f(-v)-1/v$, so the term equals $-f(-v)+1/v$. Since $1/u+1/v=(R_1+R_2)/d$, subtraction leaves
\begin{equation}
\frac{C-C_{\rm p}}{2\pi\varepsilon L}=f(u)-f(-v) .
\label{diff}
\end{equation}

Near $s=0$, the expansion $\ln(1+s)=s(1-s/2+s^2/3+\dots)$ gives
\begin{align}
\frac1{\ln(1+s)}&=\frac1s\left(1+\frac s2-\frac{s^2}3+\frac{s^2}4+\dots\right),\nonumber\\
f(s)&=\frac12-\frac s{12}+O(s^2),
\label{fsmall}
\end{align}
so $f$ is continuous at zero with $f(0)=1/2$. Elsewhere
\begin{equation}
f'(s)=\frac1{s^2}-\frac1{(1+s)\ln^2(1+s)} .
\end{equation}
Apply $\sqrt{ab}<r_*$ to the pair of radii $1$ and $1+s$, in whichever order makes the first the smaller. In both cases it reads $\sqrt{1+s}<s/\ln(1+s)$. Squaring these positive quantities gives $(1+s)\ln^2(1+s)<s^2$, hence $f'(s)<0$. The function $f$ is therefore strictly decreasing. Because $u>0>-v$, the right side of \eqref{diff} is negative: for this node the planar formula overestimates the sum of the two sidewall capacitances at every allowed $R_1$, $R_2$ and $d$.

The constant $1/2$ in \eqref{fsmall} cancels in \eqref{diff}; this is the cancellation of the leading errors of the two faces. What remains for a thin dielectric is
\begin{equation}
C_{\rm p}-C\simeq2\pi\varepsilon L\,\frac d{12}\left(\frac1{R_1}+\frac1{R_2}\right).
\label{excess}
\end{equation}
For a thick dielectric there is a bound. As $s\to-1$, $1/\ln(1+s)\to0$ and $f\to1$, so $f(-v)<1$. Since $d<R_1<R_2$, also $u<1$, and $f(u)>f(1)=1/\ln2-1>0.442$. The excess $C_{\rm p}-C$ therefore stays below $0.558\times2\pi\varepsilon L$.

With $R_1=12$~nm, $R_2=15$~nm, $d=5$~nm and the same $\varepsilon_r$ and $L$, the inside face contributes 4.129~fF against a planar 5.341~fF, an error of $+29.4\,\%$. The outside face contributes 7.735~fF against 6.676~fF, an error of $-13.7\,\%$. The totals are 11.864~fF and 12.017~fF, so the planar formula is only 1.3\,\% too high. The excess is 0.153~fF; the leading term \eqref{excess} gives $2.2253\times(5/12)\times(1/12+1/15)=0.139$~fF, about 9\,\% less, since $d/R_1=0.42$ is not very small. So small an excess does not fix the sign for a complete cell. The covered top rim of the wall adds about 0.05~fF, a third of the excess at this length and all of it near $L=340$~nm, and an inside layer of 4.86~nm in place of the nominal 5~nm also removes it.

\section{Use and limits}

In a calculation, \eqref{coax} costs no more than the planar formula and should replace it for sidewalls that are circular and concentric. For very thin layers, evaluate $\ln(b/a)$ as $\ln(1+d/a)$ with a routine made for small arguments: rounding $1+d/a$ first loses digits of $d/a$. In double precision the loss is near $10^{-15}$ at $d/a=10^{-2}$ and below $10^{-11}$ at $10^{-5}$, so it does not matter for cells of the size considered here.

Within the same model, without any series capacitance at the electrodes, the criterion also governs the extraction of a permittivity. If a sidewall capacitance $C$ is converted with the planar formula, the apparent value is
\begin{equation}
\varepsilon_{\rm app}=\frac{Cd}{2\pi rL}=\varepsilon\,\frac{r_*}{r} .
\end{equation}
The sign is reversed: a radius that underestimates the capacitance overestimates the permittivity. In the coaxial example the inner area would turn $\varepsilon_r=40$ into $40\times12.33/10=49.3$.

If the dielectric is layered, with $\varepsilon(r)$, the flux is still conserved and $E=Q/[2\pi rL\,\varepsilon(r)]$. Integrating $E$ over the gap and comparing with a planar stack of area $2\pi rL$ replaces \eqref{harmonic} by
\begin{equation}
\frac1{r_*}=\int_a^b\frac{dr}{r\,\varepsilon(r)}\bigg/\int_a^b\frac{dr}{\varepsilon(r)} .
\end{equation}
This weighted mean still lies between $a$ and $b$, so the statements for the two electrode radii survive. Those for the geometric and arithmetic means need not: a low-permittivity layer at the inner electrode can dominate the weight and pull $r_*$ below $\sqrt{ab}$. A permittivity that depends on the field lies outside this linear model: it would vary across the gap with the field, and the ratio $Q/V$ would depend on the voltage.

The coaxial formula was tested against a two-dimensional finite-element solution in Cartesian coordinates, which uses no logarithm; its mesh is rotationally symmetric, so the discrete potential is constant on each ring of nodes. At $b/a=1.2$, 1.5 and 3 the largest relative deviation in capacitance was $1.7\times10^{-4}$ on the finer of two meshes and $7.4\times10^{-8}$ after Richardson extrapolation, and all four planar errors had the signs derived here. In the coaxial example, the numerical field equals $V/d$ at 12.332~nm, in agreement with $r_*$. The ordering \eqref{order} and the sign for the double-sided node were also tested by quadrature of $1/r$ on 2000 random geometries each. The values are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
relative permittivity: 40
inner radius a: 10 nm
outer radius b: 15 nm
gap d: 5 nm
length L: 1000 nm
voltage V: 0.5 V
ln(b/a): 0.40547
2 pi eps L: 2.2253 fF
coaxial capacitance C: 5.4883 fF
charge C V: 2.7441 fC
r_star: 12.3315 nm
radius where FEM field = V/d: 12.3318 nm
planar, inner: r = 10.0000 nm, 4.4506 fF, error -18.91 %
planar, geometric mean: r = 12.2474 nm, 5.4508 fF, error -0.68 %
planar, arithmetic mean: r = 12.5000 nm, 5.5633 fF, error +1.37 %
planar, outer: r = 15.0000 nm, 6.6759 fF, error +21.64 %
mean field V/d: 0.1000 V/nm
field at inner electrode: 0.1233 V/nm
field at outer electrode: 0.0822 V/nm
flat-disc estimate of one end face: 0.0223 fF
end face / sidewall: 0.41 %
planar errors in %: inner, geometric, arithmetic, outer
b/a = 1.2: -8.84, -0.14, +0.28, +9.39
b/a = 1.5: -18.91, -0.68, +1.37, +21.64
b/a = 3.0: -45.07, -4.86, +9.86, +64.79
d/a for 10 % error, inner: 0.230
d/a for 10 % error, outer: 0.214
d/a for 1 % error, arithmetic mean: 0.414
d/a for 1 % error, geometric mean: 0.635
double-sided node: R1 = 12 nm, R2 = 15 nm, d = 5 nm
inside face: true 4.1286 fF, planar 5.3407 fF, error +29.36 %
outside face: true 7.7353 fF, planar 6.6759 fF, error -13.70 %
both faces: true 11.8639 fF, planar 12.0166 fF, error +1.29 %
planar excess, both faces: 0.1527 fF
leading estimate of that excess: 0.1391 fF
largest FEM deviation, three ratios: 7.4e-08 (relative)
\end{verbatim}
